# The Pi Bands of Graphene and Their Dirac Limit

## The choice of k mesh

A band calculation on graphene needs a mesh of wave vectors, and one has to decide how many divisions $N$ to use along each reciprocal lattice vector. In the model below, with hopping 2.7 eV, a mesh with $N=10$ that includes $\mathbf k=0$ has no level closer to the Fermi energy than 1.03 eV. It suggests a gap of 2.06 eV. A mesh with $N=12$ that also includes $\mathbf k=0$ has levels at the Fermi energy itself, and no gap; shifted by half a step along both vectors, it loses them. The jump from 2.06 eV to zero does not come from the slightly finer spacing: it depends on whether the mesh contains the points where the two $\pi$ bands meet. On meshes through $\mathbf k=0$ that miss these points, the apparent gap shrinks only slowly, roughly as $1/N$. We therefore need to know where these points are and how the energy rises around them.

## Which orbitals are kept

Take a flat, infinite, perfect sheet in the $xy$ plane. Under the reflection $z\to-z$ the carbon $p_z$ orbital changes sign, while $s$, $p_x$ and $p_y$ do not. The Hamiltonian of a flat sheet is unchanged by this reflection. A matrix element of it between $p_z$ and any of the other three is thus the integral of an odd function of $z$, which is zero. The $p_z$ orbitals form the $\pi$ bands by themselves.

Flatness matters here. In a fragment made of one carbon atom and its three neighbours, the one-electron integrals between $p_z$ and the other orbitals vanish when the fragment is flat, and reach 1.14 hartree in magnitude in the minimal STO-3G basis when the central atom is lifted by 0.03 nm. This value depends on the basis: it is 1.32 hartree in 6-31G, and 0.40 hartree once the STO-3G orbitals are symmetrically orthogonalized. The integrals also contain the unscreened attraction of the nuclei, so the nonzero value shows that the zero is lost, but does not measure the mixing in a real bent sheet.

We make four further assumptions:

- The $p_z$ orbitals on different atoms are orthonormal.
- All atoms have the same site energy, taken as zero.
- Hopping connects nearest neighbours alone, with matrix element $-t$ and $t>0$.
- Electron–electron interaction enters only through the value of $t$. Spin–orbit coupling is left out, so spin doubles every level.

## Lattice and Hamiltonian

Let $a$ be the distance between neighbouring carbon atoms. The unit cell holds two atoms, A and B, and the primitive vectors are

$$\mathbf a_1=a\left(\tfrac32,\tfrac{\sqrt3}{2}\right),\qquad \mathbf a_2=a\left(\tfrac32,-\tfrac{\sqrt3}{2}\right).$$

Their length, the lattice constant, is $\sqrt3\,a$. If $a$ stood for the lattice constant instead, the velocity formula below would have a different prefactor. From an A atom, the three B neighbours lie at

$$\boldsymbol\delta_1=a\left(\tfrac12,\tfrac{\sqrt3}{2}\right),\quad \boldsymbol\delta_2=a\left(\tfrac12,-\tfrac{\sqrt3}{2}\right),\quad \boldsymbol\delta_3=a(-1,0).$$

For $N_c$ cells, form one Bloch sum on each sublattice, with the phase taken at the actual position of each atom:

$$|\mathbf k,A\rangle=\frac1{\sqrt{N_c}}\sum_{\mathbf r\in A}e^{i\mathbf k\cdot\mathbf r}|\mathbf r\rangle,\qquad |\mathbf k,B\rangle=\frac1{\sqrt{N_c}}\sum_{\mathbf r\in B}e^{i\mathbf k\cdot\mathbf r}|\mathbf r\rangle .$$

Translation symmetry prevents different $\mathbf k$ from mixing, so a $2\times2$ matrix remains. Its diagonal elements vanish, because the site energy is zero and no two atoms of one sublattice are nearest neighbours. The off-diagonal element is

$$H_{AB}=\frac1{N_c}\sum_{\mathbf r\in A}\sum_{j=1}^3e^{-i\mathbf k\cdot\mathbf r}\,(-t)\,e^{i\mathbf k\cdot(\mathbf r+\boldsymbol\delta_j)}=-t f(\mathbf k),\qquad f(\mathbf k)=\sum_{j=1}^3e^{i\mathbf k\cdot\boldsymbol\delta_j}.$$

The phases at $\mathbf r$ cancel, and the sum over the $N_c$ atoms cancels the prefactor. Since $H$ is Hermitian, $H_{BA}=-tf^*$.

## The two bands

The eigenvalue condition is

$$\det\begin{pmatrix}-E&-tf\\-tf^*&-E\end{pmatrix}=E^2-t^2|f|^2=0,\qquad E_\pm(\mathbf k)=\pm t|f(\mathbf k)|.$$

To find $|f|^2$, multiply $f$ by $f^*$. The three terms with equal indices give 3, and the others combine in conjugate pairs:

$$|f|^2=3+2\cos\mathbf k\cdot(\boldsymbol\delta_1-\boldsymbol\delta_2)+2\cos\mathbf k\cdot(\boldsymbol\delta_1-\boldsymbol\delta_3)+2\cos\mathbf k\cdot(\boldsymbol\delta_2-\boldsymbol\delta_3).$$

The differences are $(0,\sqrt3a)$, $\mathbf a_1$ and $\mathbf a_2$. With $\cos(u+w)+\cos(u-w)=2\cos u\cos w$ for the last two terms,

$$|f|^2=3+2\cos(\sqrt3k_ya)+4\cos\left(\tfrac32k_xa\right)\cos\left(\tfrac{\sqrt3}2k_ya\right).$$

At the zone centre $\Gamma$ all cosines are 1, so $|f|=3$ and $E=\pm3t$. At the edge midpoint M, $\mathbf k=(2\pi/3a,0)$, we get $|f|^2=3+2-4=1$ and $E=\pm t$.

## Where the bands touch

The bands meet where $f=0$. Take out the factor $e^{i\mathbf k\cdot\boldsymbol\delta_3}$ and write $\alpha=\mathbf k\cdot\mathbf a_1$, $\beta=\mathbf k\cdot\mathbf a_2$:

$$f=e^{i\mathbf k\cdot\boldsymbol\delta_3}\left(1+e^{i\alpha}+e^{i\beta}\right)=0.$$

The imaginary part of the bracket requires $\sin\alpha=-\sin\beta$, hence $\cos\alpha=\pm\cos\beta$. The real part requires $\cos\alpha+\cos\beta=-1$, which rules out the minus sign. So $\cos\alpha=\cos\beta=-\tfrac12$ and, up to multiples of $2\pi$,

$$(\alpha,\beta)=\left(\tfrac{2\pi}3,-\tfrac{2\pi}3\right)\quad\text{or}\quad\left(-\tfrac{2\pi}3,\tfrac{2\pi}3\right).$$

For the first solution, $\alpha+\beta=3k_xa=0$ and $\alpha-\beta=\sqrt3k_ya=4\pi/3$. The second has the opposite $\mathbf k$. The touching points are therefore

$$\mathbf K=\left(0,\frac{4\pi}{3\sqrt3\,a}\right),\qquad \mathbf K'=-\mathbf K .$$

Multiples of $2\pi$ in $\alpha$ and $\beta$ add reciprocal lattice vectors $\mathbf G$, built from $\mathbf b_{1,2}=\frac{2\pi}{3a}(1,\pm\sqrt3)$, and these give the same states. In this basis $\mathbf K=(\mathbf b_1-\mathbf b_2)/3$, so $\mathbf K-\mathbf K'=\tfrac23(\mathbf b_1-\mathbf b_2)$. The coefficients are not integers, so the two points are inequivalent. There are two touching points per zone, and no others.

This tells us which meshes show the touching. A mesh of points $(m\mathbf b_1+n\mathbf b_2)/N$ contains $\mathbf K$ if $m/N=\tfrac13$ for some integer $m$, up to an integer shift. That happens when $N$ is a multiple of 3 and not otherwise. For $N=10$, a nearest mesh point to $\mathbf K$ is $0.9\,\mathbf K$. There $k_x=0$, and $f=1+2\cos108^\circ=0.38$, which gives the level at $0.38t=1.03$ eV quoted at the start.

## Why the Fermi energy lies there

Each neutral carbon atom supplies one $\pi$ electron, so there are two per cell. One band holds two electrons per cell, counting spin. The lower band has $E\le0$ and the upper has $E\ge0$, so at zero temperature the lower band is full, the upper is empty, and the Fermi energy is zero. The Fermi surface consists of the two points.

A periodic sheet of $12\times12$ cells shows the count. It has 288 levels, of which 142 are negative and 4 are zero. The negative levels take 284 of the 288 electrons. The remaining 4 share zero-energy levels with room for 8, so these levels are only half filled. Filling two of them completely gives the same energy but is an arbitrary choice among degenerate states; giving each level half occupation treats them alike.

## Expansion at K

Write $\mathbf k=\mathbf K+\mathbf q$ with $qa\ll1$. Since $\mathbf K\cdot\boldsymbol\delta_1=2\pi/3$, $\mathbf K\cdot\boldsymbol\delta_2=-2\pi/3$ and $\mathbf K\cdot\boldsymbol\delta_3=0$, the three phase factors are $\omega$, $\omega^*$ and 1, with $\omega=e^{2\pi i/3}$. We need $\omega+\omega^*=-1$ and $\omega-\omega^*=i\sqrt3$.

The zeroth-order term is $\omega+\omega^*+1=0$. The first-order term is

$$f_1=i\left[\omega\,\mathbf q\cdot\boldsymbol\delta_1+\omega^*\,\mathbf q\cdot\boldsymbol\delta_2+\mathbf q\cdot\boldsymbol\delta_3\right]
=ia\left[\tfrac12(\omega+\omega^*)q_x+\tfrac{\sqrt3}2(\omega-\omega^*)q_y-q_x\right].$$

Inserting the two sums gives

$$f_1=ia\left[-\tfrac32q_x+\tfrac{3i}2q_y\right]=-\tfrac{3a}2\,i\,(q_x-iq_y),\qquad H_{AB}=-tf_1=i\,\tfrac{3ta}2(q_x-iq_y).$$

At $\mathbf K'$ the factors $\omega$ and $\omega^*$ change places. This reverses the sign of the $q_y$ term, so $q_x-iq_y$ becomes $q_x+iq_y$.

The common factor $i$ has no physical content. Replace the basis state $|B\rangle$ by $-i|B\rangle$. This multiplies $H_{AB}$ by $-i$, and $(-i)(i)=1$. The same replacement serves both valleys, as the neighbourhoods of $\mathbf K$ and $\mathbf K'$ are called. With

$$\sigma_x=\begin{pmatrix}0&1\\1&0\end{pmatrix},\qquad\sigma_y=\begin{pmatrix}0&-i\\i&0\end{pmatrix},$$

the result is the Dirac Hamiltonian without a mass term,

$$H=\hbar v\left(\sigma_xq_x\pm\sigma_yq_y\right),\qquad v=\frac{3ta}{2\hbar},$$

with the upper sign at $\mathbf K$ and the lower at $\mathbf K'$. The matrices act on the amplitudes on A and B, not on the electron spin.

To see that $v$ is a velocity, square $H$. Because $\sigma_x^2=\sigma_y^2=1$ and $\sigma_x\sigma_y+\sigma_y\sigma_x=0$, we get $H^2=\hbar^2v^2q^2$, so

$$E=\pm\hbar v|\mathbf q|.$$

The group velocity $\hbar^{-1}\nabla_{\mathbf k}E$ is $\pm v\,\mathbf q/|\mathbf q|$. For $\mathbf q\neq0$ its magnitude in this limit is $v$, whatever the direction and the energy. The bands form two cones that meet at their tips.

## How far the cone can be trusted

The next term of $f$ at $\mathbf K$ is

$$f_2=-\tfrac12\left[\omega(\mathbf q\cdot\boldsymbol\delta_1)^2+\omega^*(\mathbf q\cdot\boldsymbol\delta_2)^2+(\mathbf q\cdot\boldsymbol\delta_3)^2\right].$$

Here $(\mathbf q\cdot\boldsymbol\delta_{1,2})^2=a^2\left(\tfrac14q_x^2+\tfrac34q_y^2\pm\tfrac{\sqrt3}2q_xq_y\right)$ and $(\mathbf q\cdot\boldsymbol\delta_3)^2=a^2q_x^2$. The bracket becomes

$$a^2\left[-\tfrac14q_x^2-\tfrac34q_y^2+\tfrac{3i}2q_xq_y+q_x^2\right]=\tfrac{3a^2}4(q_x+iq_y)^2,$$

so $f_2=-\tfrac{3a^2}8(q_x+iq_y)^2$. Let $\varphi$ be the angle of $\mathbf q$ from the $x$ axis, so that $q_x\pm iq_y=qe^{\pm i\varphi}$. Then

$$f_1+f_2=-\tfrac{3a}2\,i\,qe^{-i\varphi}\left[1-i\,\tfrac{qa}4e^{3i\varphi}\right].$$

For small complex $z$, $|1+z|=1+\mathrm{Re}\,z$ to first order, and $\mathrm{Re}(-ie^{3i\varphi})=\sin3\varphi$. Hence

$$|E|=\hbar vq\left[1\pm\tfrac{qa}4\sin3\varphi+O(q^2a^2)\right].$$

The upper sign again belongs to $\mathbf K$. The lower follows from $f(-\mathbf k)=f(\mathbf k)^*$, which gives $|E(\mathbf K'+\mathbf q)|=|E(\mathbf K-\mathbf q)|$: turning $\mathbf q$ by $180^\circ$ reverses $\sin3\varphi$.

The constant-energy lines are thus circles near the tip and become slightly three-cornered further out. Since $\hbar v=\tfrac32ta$, the largest leading correction, relative to the cone energy, is $qa/4\approx|E|/(6t)$. For $t=2.7$ eV it is about 6 percent at 1 eV. This figure belongs to the nearest-neighbour model with orthonormal orbitals. Terms the model leaves out enter at the same order in $qa$. A second-neighbour hopping $-t'$ (last section) adds $-t'(|f|^2-3)$ to both bands, which changes near $\mathbf K$ by $\tfrac32(t'/t)\,qa$ relative to the cone energy, about 4 percent at 1 eV for $t'=0.1t$. An overlap between neighbouring $p_z$ orbitals gives a correction of similar size.

## Worked example

Take $t=2.7$ eV and $a=0.142$ nm as model inputs, chosen to be of the size found in graphene, where the bond length is about 0.14 nm. The touching points lie at $k_y=\pm17.03$ nm$^{-1}$ on the $k_y$ axis. The upper band is at $3t=8.1$ eV at $\Gamma$ and at $t=2.7$ eV at M. The slope of the cone is

$$\hbar v=\tfrac32\times2.7\ \text{eV}\times0.142\ \text{nm}=0.575\ \text{eV nm}.$$

Dividing by $\hbar$ gives

$$v=0.87\times10^6\ \text{m/s},$$

which is about $1/340$ of the speed of light. Because $v$ is proportional to $t$, a relative error in the chosen hopping passes unchanged into the velocity. Measured velocities in graphene are near $10^6$ m/s or higher, and they vary with substrate and carrier density through the electron–electron interaction, which a fixed $t$ does not describe.

Now go a distance $q=0.5$ nm$^{-1}$ from $\mathbf K$, where $qa=0.071$. The cone gives $0.5751\times0.5=0.2876$ eV. The fourth decimal is kept in order to compare the cone with the full band of the same model; it has no meaning for a real sheet.

| Direction from K | $\sin3\varphi$ | Full band (eV) | Difference from cone, relative to cone |
|---|---|---|---|
| toward $\Gamma$ | $+1$ | 0.2925 | $+1.71\%$ |
| along $+x$ | $0$ | 0.2874 | $-0.05\%$ |
| away from $\Gamma$ | $-1$ | 0.2823 | $-1.84\%$ |

The leading correction is $qa/4=1.77$ percent, with the sign of $\sin3\varphi$, in agreement with the first and last rows up to terms of order $q^2a^2$.

The middle row can be followed in closed form. At $\mathbf k=(q,K_y)$ the band formula gives $|f|^2=3-1-2\cos(\tfrac32qa)=4\sin^2(\tfrac34qa)$. Thus $E=2t\sin(\tfrac34qa)\approx\hbar vq\left(1-\tfrac3{32}q^2a^2\right)$. With $qa=0.071$ the reduction is 0.05 percent.

## When the touching is lost

The argument used equal site energies on A and B and three equal hoppings. Suppose first that the site energies are $+\Delta$ and $-\Delta$, as an unequal environment of the two sublattices might cause. The determinant becomes

$$(\Delta-E)(-\Delta-E)-t^2|f|^2=E^2-\Delta^2-t^2|f|^2=0,\qquad E=\pm\sqrt{\Delta^2+t^2|f|^2}.$$

The bands no longer meet. The smallest gap is $2|\Delta|$, at $\mathbf K$ and $\mathbf K'$ where $f=0$; for a round model value $\Delta=0.1$ eV it is 0.2 eV. Near these points $E\approx\pm\sqrt{\Delta^2+\hbar^2v^2q^2}$, so the tips are rounded and the group velocity goes to zero at $q=0$. The linear law returns for $\hbar vq\gg|\Delta|$, as long as $qa\ll1$ still holds. The mesh must contain $\mathbf K$ in this case too, or the gap comes out too large.

A term $h(\mathbf k)$ that is the same on both diagonal elements acts differently. It adds $h(\mathbf k)$ to both energies, so the bands still touch, but they are no longer mirror images about $E=0$. A real hopping $-t'$ between second neighbours, equal on A and B, gives such a term: on either sublattice the six second neighbours lie at $\pm\mathbf a_1$, $\pm\mathbf a_2$ and $\pm(\mathbf a_1-\mathbf a_2)$, so both diagonal elements equal $h=-2t'\left[\cos\alpha+\cos\beta+\cos(\alpha-\beta)\right]$.

Unequal hoppings, as in a strained sheet, move the touching points. If the hopping along $\boldsymbol\delta_3$ is $rt$, the bracket becomes $r+e^{i\alpha}+e^{i\beta}$, which vanishes at $\beta=-\alpha$, $\cos\alpha=-r/2$. For $r\neq1$ these points are not $\mathbf K$ and $\mathbf K'$, so the multiple-of-3 rule no longer holds: for $r=1.05$ the $N=12$ mesh shows a gap of 0.27 eV although the bands still touch. For $r>2$ there is no solution, and a true gap $2(r-2)t$ opens.

The numerical check checks the bands against a real-space diagonalization, searches numerically for touching points, and tests the Dirac matrices, the angular correction and the gap.

## Values computed for the example and the checks

```
hopping t = 2.7 eV
carbon-carbon distance a = 0.142 nm
lattice constant sqrt3 a = 0.2460 nm
K: kx = 0.00, ky = 17.03 1/nm
upper band at Gamma = 8.10 eV
upper band at M = 2.70 eV
upper band at K = 0.000000 eV
hbar v = 0.5751 eV nm
v from 3 t a/(2 hbar) = 0.8737 x 10^6 m/s
v from band slope, lowest = 0.8737 x 10^6 m/s
v from band slope, highest = 0.8737 x 10^6 m/s
speed of light / v = 343
example q = 0.5 1/nm, q a = 0.0710
q a/4 = 1.77 percent
cone energy hbar v q = 0.2876 eV
toward Gamma: full band = 0.2925 eV
toward Gamma: cone with correction = 0.2927 eV
toward Gamma: full/cone - 1 = 1.71 percent
along +x: full band = 0.2874 eV
along +x: cone with correction = 0.2876 eV
along +x: full/cone - 1 = -0.05 percent
away from Gamma: full band = 0.2823 eV
away from Gamma: cone with correction = 0.2824 eV
away from Gamma: full/cone - 1 = -1.84 percent
touching points found per zone = 2
periodic sheet 12 x 12 cells: 288 levels
  of these negative = 142, zero = 4
periodic sheet 10 x 10 cells: zero levels = 0
  smallest |E| there = 1.0313 eV
sublattice offset Delta = 0.1 eV
smallest gap with offset = 0.2000 eV
p_z mixing, flat C4 fragment = 0.000000 hartree
p_z mixing, atom lifted 0.03 nm = 1.1431 hartree
```
